# Current conservation in the self-consistent and one-shot Born approximations

Take one spinless electronic level between two leads. The left lead is full at every energy and the right lead is empty. Electrons enter at rate $\Gamma_L/\hbar$ when the level is empty and leave at rate $\Gamma_R/\hbar$ when it is filled. The level is also coupled to a vibration through $g\,c^\dagger c\,(b+b^\dagger)$. This term commutes with $c^\dagger c$, so it moves no electrons on or off the level, and the occupation $n=\langle c^\dagger c\rangle$ changes only through the leads. We take the widths $\Gamma_L$ and $\Gamma_R$ to be independent of energy, so the vibration does not alter the two rates either. Counting currents positive when electrons enter the level, and charge with magnitude $e$, we have

$$I_L=\frac e\hbar\Gamma_L(1-n),\qquad I_R=-\frac e\hbar\Gamma_R n,\qquad I_L+I_R=\frac e\hbar(\Gamma_L-\Gamma n),$$

with $\Gamma=\Gamma_L+\Gamma_R$. In a steady state the sum must vanish, so $n=p\equiv\Gamma_L/\Gamma$ and the current is $(e/\hbar)\Gamma_L\Gamma_R/\Gamma$, whatever the value of $g$. An approximate Green function that gives any other occupation creates or destroys charge. The question is which approximations get $n$ right, and what replaces this simple count in a general junction.

Let the central region have a Hermitian matrix $h$, noninteracting leads $\alpha=L,R$, and a coupling $M(b+b^\dagger)$ to a free vibration of quantum $\Omega$ and fixed occupation $N$, where $M$ is a Hermitian matrix. The state is steady and there are no bound states outside the lead continua. The lesser function $G^<_{ij}(t)=(i/\hbar)\langle c_j^\dagger(0)c_i(t)\rangle$ describes filled states, and the greater function $G^>_{ij}(t)=-(i/\hbar)\langle c_i(t)c_j^\dagger(0)\rangle$ describes empty ones. Their transforms use $\int dt\,e^{iEt/\hbar}$.

The current follows from the loss of lead electrons. With tunnelling $\sum_{kj}(t_{kj}a_k^\dagger c_j+\text{h.c.})$, the Heisenberg equation gives

$$I_\alpha=-e\frac{d\langle N_\alpha\rangle}{dt}=\frac{ie}{\hbar}\sum_{kj}\left(t_{kj}\langle a_k^\dagger c_j\rangle-t_{kj}^*\langle c_j^\dagger a_k\rangle\right).$$

Each average is $-i\int dE/2\pi$ times a mixed lesser function. Since the lead is noninteracting, the mixed functions are products of $G$ and the lead propagator, and summing over $k$ turns them into $(G\Sigma_\alpha)^<$ and $(\Sigma_\alpha G)^<$. The product rule $(AB)^<=A^RB^<+A^<B^A$ then gives

$$I_\alpha=\frac eh\int dE\,\mathrm{Tr}\left[\Sigma_\alpha^<(G^R-G^A)-(\Sigma_\alpha^R-\Sigma_\alpha^A)G^<\right].$$

For both $G$ and $\Sigma_\alpha$, retarded minus advanced equals greater minus lesser. The two terms in $\Sigma_\alpha^<G^<$ cancel, leaving

$$I_\alpha=\frac eh\int dE\,\mathrm{Tr}\left[\Sigma_\alpha^<G^>-\Sigma_\alpha^>G^<\right].\tag{1}$$

This is inflow minus outflow, and it is the current we assign to an approximate $G$ as well.

In the Born approximation the vibrational self-energy is $M G^\lessgtr M$ multiplied by a correlation function of $b+b^\dagger$. For the lesser part that function is $(N+1)e^{i\Omega t/\hbar}+Ne^{-i\Omega t/\hbar}$; for the greater part the signs in the exponents are reversed. Hence

$$\begin{aligned}\Sigma^<(E)&=M[NG^<(E-\Omega)+(N+1)G^<(E+\Omega)]M,\\ \Sigma^>(E)&=M[(N+1)G^>(E-\Omega)+NG^>(E+\Omega)]M.\end{aligned}\tag{2}$$

The retarded part $\Sigma^R$ is the causal part of $\Sigma^>-\Sigma^<$. The static Hartree term is left out for now. We write $\Sigma[X]$ when (2) is built from a function $X$. One-shot insertion uses $\Sigma[G_0]$, with $G_0$ the Green function without vibration, and solves Dyson's equation once to obtain $G_1$. Self-consistency requires a solution $G$ that is built from its own $\Sigma[G]$.

Let $S=\Sigma_L+\Sigma_R+\Sigma$ be the total self-energy. In either scheme Dyson's equation gives $G^\lessgtr=G^RS^\lessgtr G^A$. Subtracting the inverse functions gives $(G^A)^{-1}-(G^R)^{-1}=S^R-S^A=S^>-S^<$, and multiplying by $G^A$ on the left and $G^R$ on the right,

$$G^R-G^A=G^A(S^>-S^<)G^R.$$

Therefore, at each energy,

$$\begin{aligned}\mathrm{Tr}[S^<G^>-S^>G^<]&=\mathrm{Tr}[S^<(G^R-G^A)]-\mathrm{Tr}[(S^>-S^<)G^<]\\&=\mathrm{Tr}[G^RS^<G^A(S^>-S^<)]-\mathrm{Tr}[(S^>-S^<)G^<]=0.\end{aligned}$$

The second line uses the cyclic trace and $G^RS^<G^A=G^<$. Separating the lead parts from the vibrational part and integrating,

$$I_L+I_R=-\frac eh\int dE\,\mathrm{Tr}[\Sigma^<G^>-\Sigma^>G^<].\tag{3}$$

Dyson's equation alone does not make the right side vanish. The integral divided by $h$ is the net rate at which the vibrational self-energy supplies electrons, and a vibration should only move electrons between energies.

To see when it does so, define

$$C[X,Y]=\int dE\,\mathrm{Tr}\{\Sigma[X]^<(E)\,Y^>(E)\}.$$

Now take the other product that occurs in (3), $\int\mathrm{Tr}\{\Sigma[X]^>Y^<\}$. Its two parts are

$$\int dE\,\mathrm{Tr}\{M[(N+1)X^>(E-\Omega)+NX^>(E+\Omega)]M\,Y^<(E)\}.$$

Shift $E\to E+\Omega$ in the first part and $E\to E-\Omega$ in the second. The shifts are allowed because the integrals converge. After a cyclic rotation of the trace the expression is

$$\int dE\,\mathrm{Tr}\{M[(N+1)Y^<(E+\Omega)+NY^<(E-\Omega)]M\,X^>(E)\}=C[Y,X].$$

Every emission that removes an electron at one energy is the same event as an arrival at the energy $\Omega$ below. The integral of interest is thus antisymmetric:

$$B[X,Y]\equiv\int dE\,\mathrm{Tr}\{\Sigma[X]^<Y^>-\Sigma[X]^>Y^<\}=C[X,Y]-C[Y,X]=-B[Y,X].\tag{4}$$

In the self-consistent Born approximation both arguments are the same function. Equation (3) becomes

$$I_L+I_R=-\frac ehB[G,G]=0.$$

This proves conservation for a converged solution at any coupling and any fixed $N$. It also fixes the current of the opening example. The retarded function falls off as $1/E$, so filled and empty weights add to one, and the zero sum then forces $n=p$. In that limit the self-consistent current equals the exact one.

In the one-shot scheme the arguments differ. Since $B[G_0,G_0]=0$,

$$I_L+I_R=-\frac ehB[G_0,G_1]=-\frac ehB[G_0,G_1-G_0].\tag{5}$$

$B$ contains two factors of $M$, and $G_1-G_0$ starts with two more. The second-order imbalance is zero and the first possible one is of fourth order. If the insertion is repeated, $G_n$ being built from $\Sigma[G_{n-1}]$, the difference $G_n-G_{n-1}$ is of order $M^{2n}$, because each pass multiplies the previous difference by two more factors of $M$. The imbalance $-(e/h)B[G_{n-1},G_n-G_{n-1}]$ is then of order $M^{2n+2}$, or higher if a coefficient vanishes. For a level 0.1 eV above the midpoint of the chemical potentials at 0.7 V, with the widths, vibration and temperature of the example below, the powers fitted between $g=0.005$ and 0.01 eV are 3.990, 5.995 and 7.970 after one, two and three insertions.

It remains to show that the fourth-order term is really there, and the opening example allows this in closed form. Measure energy $x$ from the level and put $\gamma=\Gamma/2$. For energy-independent widths,

$$G_0\equiv G_0^R=\frac1{x+i\gamma},\qquad A=\Gamma|G_0|^2=-2\,\mathrm{Im}\,G_0,\qquad G_0^<=ipA,\quad G_0^>=-i(1-p)A.$$

Write $A_\pm=A(x\pm\Omega)$, $\Sigma^<=is_<$ and $\Sigma^>=-is_>$. From (2),

$$s_<=g^2p[NA_-+(N+1)A_+],\qquad s_>=g^2(1-p)[(N+1)A_-+NA_+].$$

The full left lead has $\Sigma_L^<=i\Gamma_L$, $\Sigma_L^>=0$; the empty right lead has $\Sigma_R^<=0$, $\Sigma_R^>=-i\Gamma_R$. So $G_1^<=i|G_1^R|^2(\Gamma_L+s_<)$ and $G_1^>=-i|G_1^R|^2(\Gamma_R+s_>)$, and (1) gives

$$I_L+I_R=\frac eh\int dx\,|G_1^R|^2(\Gamma_Ls_>-\Gamma_Rs_<).$$

Since $\Gamma_L(1-p)=\Gamma_Rp=\kappa\equiv\Gamma_L\Gamma_R/\Gamma$, the occupation $N$ cancels in the bracket:

$$I_L+I_R=\frac eh\kappa g^2\int dx\,|G_1^R|^2(A_--A_+).\tag{6}$$

For the retarded self-energy, $\Sigma^>-\Sigma^<=-ig^2[(N+1-p)A_-+(N+p)A_+]$. The causal part of $-iA=G_0-G_0^*$ is $G_0$, so

$$\Sigma^R=g^2\left\{(N+\tfrac12)[G_0(x-\Omega)+G_0(x+\Omega)]+(\tfrac12-p)a\right\},$$

$$a=G_0(x-\Omega)-G_0(x+\Omega)=\frac{2\Omega}{z^2-\Omega^2},\qquad z=x+i\gamma.$$

To lowest order $|G_1^R|^2=|G_0|^2[1+2\,\mathrm{Re}(G_0\Sigma^R)]$. The factor $A_--A_+=-2\,\mathrm{Im}\,a$ is odd in $x$, so only the odd part of $|G_1^R|^2$ counts. The leading $|G_0|^2$ is even. From $G_0(-x)=-G_0(x)^*$, the part of $\Sigma^R$ with $N+\frac12$ also gives an even contribution, while $\mathrm{Re}(G_0a)$ is odd. Thus

$$I_L+I_R=\frac eh\kappa g^4(p-\tfrac12)J,\qquad J=4\int dx\,|G_0|^2\,\mathrm{Re}(G_0a)\,\mathrm{Im}\,a.$$

Subtracting $\mathrm{Im}(G_0aa^*)$ from $\mathrm{Im}(G_0a^2)$ shows that $2\,\mathrm{Re}(G_0a)\,\mathrm{Im}\,a=\mathrm{Im}(G_0a^2)+\gamma|G_0|^2|a|^2$. Hence $J=J_1+J_2$ with

$$J_1=2\,\mathrm{Im}\int dx\,\frac{G_0^2a^2}{x-i\gamma},\qquad J_2=\Gamma\int dx\,|G_0|^4|a|^2.$$

Let $D=\Gamma^2+\Omega^2$ and $F=\Gamma^2+4\Omega^2$. In $J_1$ the only pole in the upper half-plane is $x=i\gamma$, where $z=i\Gamma$, $G_0^2=-1/\Gamma^2$ and $a=-2\Omega/D$. So $J_1=-16\pi\Omega^2/(\Gamma^2D^2)$.

For $J_2$, let $u=1/(z^2-\Omega^2)$ and $v=1/z^2$. Then $G_0^2a=2\Omega uv=(2/\Omega)(u-v)$. The required integrals are

$$\int|u|^2dx=\frac1{4\Omega^2}\left(\frac{4\pi}\Gamma-\frac{4\pi\Gamma}F\right)=\frac{4\pi}{\Gamma F},\qquad\int|v|^2dx=\frac{4\pi}{\Gamma^3},$$

$$\int uv^*dx=2\pi i\left.\frac{du}{dx}\right|_{x=i\gamma}=2\pi i\,\frac{-2i\Gamma}{D^2}=\frac{4\pi\Gamma}{D^2}.$$

The first uses $u=a/2\Omega$, $\int|G_0|^2dx=2\pi/\Gamma$ and the residue result $\mathrm{Re}\int G_0(x-\Omega)G_0(x+\Omega)^*dx=2\pi\Gamma/F$. Therefore

$$J_2=\frac{16\pi}{\Omega^2}\left[\frac1F+\frac1{\Gamma^2}-\frac{2\Gamma^2}{D^2}\right],$$

and over a common denominator

$$J=\frac{16\pi}{\Omega^2\Gamma^2FD^2}\left[(2\Gamma^2+4\Omega^2)D^2-2\Gamma^4F-\Omega^4F\right].$$

The first product is $2\Gamma^6+8\Gamma^4\Omega^2+10\Gamma^2\Omega^4+4\Omega^6$. The other two remove everything but $9\Gamma^2\Omega^4$. So $J=144\pi\Omega^2/(FD^2)$, and with $p-\frac12=(\Gamma_L-\Gamma_R)/2\Gamma$,

$$\boxed{I_L+I_R=\frac eh\,\frac{72\pi g^4\Omega^2\Gamma_L\Gamma_R(\Gamma_L-\Gamma_R)}{\Gamma^2(\Gamma^2+4\Omega^2)(\Gamma^2+\Omega^2)^2}+O(g^6).}\tag{7}$$

This is nonzero for unequal positive widths, which proves that one-shot insertion can violate conservation at fourth order. By the opening count, the same imbalance means an occupation error $n-p=-\hbar(I_L+I_R)/(e\Gamma)$.

One-shot insertion does not violate conservation in every case. In equilibrium, with the vibration at the lead temperature $T$, $G_0^>=-e^{(E-\mu)/k_BT}G_0^<$ and $N+1=e^{\Omega/k_BT}N$. Equation (2) passes the same ratio to $\Sigma$, hence to $G_1$, and the integrand of (1) vanishes for each lead. Another exception, as long as the Hartree term is left out, is a level midway between the chemical potentials with equal widths. Then $G_0^<(-E)=-G_0^>(E)$, with $E$ measured from the midpoint, and (2) gives $\Sigma$ the same property. Dyson's equation passes it to $G_1$, so the two terms of (3) cancel after $E\to-E$. For widths of 0.1 eV each and otherwise the example's parameters, the computed sum is zero to rounding; moving the level by 0.1 eV makes it 0.45 nA.

The Hartree term changes the one-shot coefficient. The mean vibrational force balance $\Omega\langle b\rangle+gn=0$ gives a level shift $\Sigma_H=-2g^2n/\Omega$. Evaluated once with $n=p$, it adds $2|G_0|^2\Sigma_H\,\mathrm{Re}\,G_0$ to $|G_1^R|^2$, and (6) acquires

$$-\frac eh\kappa g^2\Sigma_HQ,\qquad Q=4\,\mathrm{Im}\int dx\,\frac{a\,x}{(x+i\gamma)^2(x-i\gamma)^2}.$$

At the double pole, $f=ax/(x+i\gamma)^2$ has the value $i\Omega/(\Gamma D)$ and logarithmic derivative $2i\Gamma/D$. So $f'=-2\Omega/D^2$, the integral is $-4\pi i\Omega/D^2$, and $Q=-16\pi\Omega/D^2$. Together with (7),

$$I_L+I_R=-\frac eh\kappa\frac{16\pi g^4}{D^2}\left[2p+\frac{9\Omega^2}F\left(\tfrac12-p\right)\right]+O(g^6).$$

The bracket is linear in $p$. It is positive at $p=0$ and exceeds $7/8$ at $p=1$, because $\Omega^2/F<1/4$. In this limit the imbalance with a one-shot Hartree shift therefore survives even for equal widths. The self-consistent proof is untouched: a static Hermitian term has no lesser or greater part and may be included in $h$.

For numbers, take $\Gamma_L=0.15$ eV, $\Gamma_R=0.05$ eV, $\Omega=0.10$ eV and $g=0.05$ eV, without the Hartree term. The level lies midway between chemical potentials 1.0 eV apart, and at 300 K the thermal occupation is $N=0.021$. With $(e/h)(1\ \text{eV})=38.74\ \mu$A, equation (7) gives

$$38.74\ \mu\text{A}\times\frac{226.2\,(6.25\times10^{-6})(0.01)(0.0075)(0.10)}{(0.04)(0.08)(0.0025)}=51.3\ \text{nA}.$$

At the actual bias the full one-shot calculation gives 41.3 nA:

| Solution | $I_L$ (μA) | $I_R$ (μA) | Sum (nA) |
|---|---:|---:|---:|
| No vibration | 7.9711 | −7.9711 | 0 |
| One insertion | 7.9900 | −7.9487 | 41.3 |
| Two insertions | 7.9597 | −7.9586 | 1.12 |
| Self-consistent | 7.9588 | −7.9588 | 0 |

The last digit of the interacting currents can move by one unit with the energy grid (a shift of about 0.00004 μA); the sums do not change at the digits shown. The self-consistent sum is zero to rounding. The one-shot imbalance is only 0.52% of the self-consistent current, but the vibration changes that current by just $7.9588-7.9711\approx-0.012\ \mu$A. The spurious imbalance is more than three times the effect being calculated, and the one-shot $I_L$ even has the wrong sign of change relative to the self-consistent result.

The gap between 51.3 and 41.3 nA is mostly due to higher orders in $g$: with full and empty leads the complete one-shot sum is 41.1 nA. At $g=0.0125$ eV and the actual bias, the computed 0.198 nA is close to the quartic value of 0.201 nA. The matrix theorem was also tested on two sites with a non-diagonal $M$. The self-consistent sum was again zero to rounding, and the one-shot sum was 12.6 nA.

Conservation does not make the approximation accurate in general. For an empty level with empty leads and $N=0$, an added electron moves along a chain of states with $m$ quanta, energies $m\Omega$ and links $g\sqrt m$. Eliminating the chain gives

$$\Sigma^R=\frac{g^2}{z-\Omega-\dfrac{2g^2}{z-2\Omega-\cdots}}=\frac{g^2}{z-\Omega}+\frac{2g^4}{(z-\Omega)^2(z-2\Omega)}+\cdots.$$

The self-consistent Born approximation has 1 in place of the first 2. It keeps the rainbow diagram and omits an equal crossed one. On resonance, the omitted term is 7.9% of the second-order self-energy for the example's numbers.

The parameters are rough values for a small molecule strongly bonded to metal electrodes; many junctions have much smaller widths and currents. Real junctions strain several assumptions here. The unscreened charging energy at 1 nm is 1.44 eV. Screening by the electrodes lowers it, but it can still block double occupation. With spin and such blocking, the high-bias rate equation has entry rate $2\Gamma_L/\hbar$, which gives $(e/\hbar)2\Gamma_L\Gamma_R/(2\Gamma_L+\Gamma_R)=10.4\ \mu$A against 9.1 μA for the spinless level at high bias, a rise of 14%. Without blocking, the two spin channels would carry 18.3 μA, so the blocking itself lowers the current. The omitted Hartree shift is about $-0.036$ eV. Including it self-consistently changes the vibrational change in current from $-0.012$ to $-0.019\ \mu$A, so the table illustrates conservation and does not predict the full vibrational effect.

Heating is also omitted. The self-consistent solution emits a net 5.2 quanta per picosecond, so keeping the rise of $N$ to 0.1 needs a damping time near $0.1/5.2=0.019$ ps. That is shorter than the vibration period of 0.041 ps, so a mode with a sharp quantum could not stay this cool at this bias. Suppose, for illustration, that the surroundings add damping with a time of 1 ps. It would balance the net emission, recomputed at the higher $N$, near $N=3.6$. The thermal $N$ in the table is therefore an assumption of the example. Setting $N=1$ with all else fixed lowers the self-consistent current by 0.3%, to 7.934 μA, and changes the one-shot sum to 28.5 nA. The self-consistent currents still balance, as (4) requires for any fixed $N$. The remaining values are in the numerical output.

## Calculated quantities

```
Widths GL, GR: 0.150, 0.050 eV
Vibration quantum: 0.100 eV; coupling g: 0.050 eV
Bias: 1.00 V; temperature: 300 K; kT: 0.02585 eV
Thermal vibration occupation N: 0.02134
Conversion (e/h)*1 eV: 38.7405 uA
Bare: I_L = 7.971142 uA, I_R = -7.971142 uA, sum = -0.00000 nA
One-shot: I_L = 7.989979 uA, I_R = -7.948717 uA, sum = 41.26247 nA
Two insertions: I_L = 7.959686 uA, I_R = -7.958566 uA, sum = 1.12050 nA
Three insertions: I_L = 7.959117 uA, I_R = -7.958749 uA, sum = 0.36779 nA
SCBA: I_L = 7.958841 uA, I_R = -7.958841 uA
SCBA |sum|/I_L: 1.8e-15; cycles: 14
One-shot sum / SCBA current: 0.5184 %
g = 0.0125 eV: one-shot sum 0.19838 nA, high-bias quartic law 0.20057 nA
g = 0.0250 eV: one-shot sum 3.03998 nA, high-bias quartic law 3.20906 nA
g = 0.0500 eV: one-shot sum 41.26247 nA, high-bias quartic law 51.34503 nA
g = 0.0750 eV: one-shot sum 162.74061 nA, high-bias quartic law 259.93422 nA
Exact high-bias current: 9.128006 uA
High-bias one-shot: I_L = 9.158833 uA, I_R = -9.117730 uA
High-bias one-shot sum: 41.1037 nA
High-bias occupation: exact 0.750000, one-shot 0.749156
Quartic law with one-shot Hartree: -222.4951 nA
Fitted orders after 1, 2, 3 insertions (g = 0.005 to 0.01 eV): 3.990, 5.995, 7.970
Equal widths 0.1 eV, level 0: sum 3.2e-11 nA
Equal widths, level 0.1 eV: sum 0.45083 nA
Two-site SCBA: I_L = 8.534378 uA, |sum|/|I_L| = 1.0e-15
Two-site one-shot sum: 12.63143 nA
Hot mode N = 1: SCBA I_L = 7.933599 uA, one-shot sum = 28.46302 nA
Neglected heating: net emission 5.176 quanta per ps
Damping time that keeps the rise of N at 0.1: 0.0193 ps
SCBA level occupation: 0.7149
Neglected Hartree shift: -0.0357 eV
Crossed / second-order self-energy (empty level, N = 0): 7.91 %
Exact fourth-order / rainbow self-energy: 2.0004
Unscreened charging energy at 1 nm: 1.440 eV
High-bias rate-equation current, spin, double filling blocked: 10.4320 uA
```
